# How much cracking lets gas match oxygen transport through an oxide scale?

**Question.** An alloy is protected by an oxide scale, and the scale has cracked down to the metal. What fraction of the surface must the cracks cover before oxygen arriving as gas through them equals oxygen arriving through the intact oxide? How does that fraction depend on scale thickness, crack width, oxygen pressure and time?

**Answer.** There are two answers, because "gas diffusion through the crack" can mean what the gas path could deliver or what the metal at the crack base takes up. The two coincide when the gas path, not an oxide film at the base, limits the uptake.

Let the scale have thickness $L$, and let straight, open cracks of width $w$ cover an area fraction $f$. All flows are counted in moles of oxygen atoms. With flux $J_g$ per unit crack area and $J_{ox}$ per unit intact area, equal total flows mean

$$fJ_g=(1-f)J_{ox}\quad\Rightarrow\quad f=\frac{r}{1+r},\qquad r=\frac{J_{ox}}{J_g}.$$

### The intact oxide

Suppose oxygen moves inward through the scale and electrons move easily enough not to hinder it. Oxygen then drifts down its chemical potential $\mu_O=\tfrac12RT\ln p+\text{const}$, where $p$ is the local equivalent O$_2$ pressure. With $x$ pointing from gas to metal,

$$J_{ox}=-\frac{c_OD_O}{RT}\frac{d\mu_O}{dx}=-\frac{c_OD_O}{2}\frac{d\ln p}{dx},$$

where $c_O$ is the density of oxygen atoms in the oxide and $D_O$ their diffusivity. In steady flow $J_{ox}$ is the same at every depth. Integrating from the outer pressure $p_o$ to the pressure $p_i$ at the metal gives

$$J_{ox}=\frac{c_Ok_p}{L},\qquad k_p=\frac12\int_{\ln p_i}^{\ln p_o}D_O\,d\ln p .$$

Each arriving atom builds oxide, so $dL/dt=J_{ox}/c_O=k_p/L$ and $L^2=2k_pt$.

The pressure dependence of $k_p$ matters later. If oxygen moves by doubly charged vacancies balanced by electrons, $D_O=Ap^{-1/6}$, and the integral is

$$k_p=3A\,p_i^{-1/6}\left[1-(p_i/p_o)^{1/6}\right].$$

For $p_i=10^{-29}$ atm and $p_o=0.21$ atm the second term in the bracket is about $2\times10^{-5}$. In this model the intact oxide hardly responds to the outer pressure.

### The gas path

Let $c_g$ be the O$_2$ density outside and $v$ the mean molecular speed. Molecules enter the mouth at the rate $c_gv/4$ per unit area. Inside, let the net O$_2$ flux be $J=D(n_1-n_2)/L$, with densities $n_1$ at the mouth and $n_2$ at the base. In the diffusion approximation the one-way fluxes at any plane are $nv/4\pm J/2$. The inward flux at the mouth must equal the supply, and a base that captures every molecule sends none back:

$$\frac{c_gv}{4}=\frac{n_1v}{4}+\frac J2,\qquad 0=\frac{n_2v}{4}-\frac J2 .$$

Subtracting, and using $n_1-n_2=JL/D$,

$$\frac{c_gv}{4}=J\left(1+\frac{vL}{4D}\right)\quad\Rightarrow\quad J=\frac{c_gv}{4}W,\qquad \frac1W=1+\frac{vL}{4D}.$$

Each molecule carries two atoms, so $J_g=2(c_gv/4)W$.

The diffusivity $D$ contains two kinds of friction, with other gas molecules and with the walls. If the two drags add, so do the inverse diffusivities: $1/D=1/D_m+1/D_K$. A long round tube of diameter $d$ without gas collisions has $D_K=vd/3$. Wall drag is proportional to perimeter and driving force to cross-section, so $d$ is replaced by four times area over perimeter. For a slit this is $2w$, giving $D_K=2wv/3$.

This is an interpolation, so it was compared with simulated molecular flights through a slit with $L/w=4$. Here and below, "mean free path" means the transport length $3D_m/v$, which reproduces $D_m$ if every gas collision fully randomizes the direction. The ordinary distance between collisions is shorter. The cases were the mean free path of the example below, practically no gas collisions, a mean free path of $0.1w$, and the example's path with a capture probability of 0.3. The largest difference between formula and simulation was 4.1%, which includes the sampling scatter of the simulation. Much deeper or shallower slits were not compared.

### First answer: equality of capacities

Dividing the two fluxes,

$$r=\frac{c_Ok_p/L}{2(c_gv/4)W}=\frac{c_Ok_p}{2c_g}\,\frac{4}{vL}\left(1+\frac{vL}{4D}\right)
=\frac{c_Ok_p}{2c_g}\left(\frac1{D_m}+\frac1{D_K}+\frac4{vL}\right).$$

The thickness has cancelled except in the last term, which is the cost of entering the mouth and reaching the base. Both paths become longer together. For cracks much wider than the mean free path but much narrower than the scale is thick,

$$r\to\frac{c_Ok_p}{2c_gD_m},$$

and neither $L$ nor $w$ remains. In cracks so narrow that the wall term dominates, the formula gives $r\propto1/w$. This overstates $r$ in slits much deeper than they are wide, where molecules flying nearly along the slit travel far between wall hits. At fixed temperature and total pressure, and while oxygen is a minor part of the gas, $r$ varies as the inverse of the oxygen pressure, because $c_g$ is proportional to that pressure and $k_p$ is nearly constant in the vacancy model above. In oxygen-rich gas the drift described in the last section makes $r$ fall faster. Time enters only through the growth of $L$ in the last term.

Take an alumina scale in air at 1100 °C, 2 µm thick after 100 h, with cracks 0.5 µm wide. Then

$$k_p=\frac{L^2}{2t}=\frac{(2\times10^{-4}\ \text{cm})^2}{2(3.6\times10^5\ \text{s})}=5.56\times10^{-14}\ \text{cm}^2/\text{s}.$$

With $c_O=0.116$ mol/cm³,

$$J_{ox}=\frac{0.116\times5.56\times10^{-14}}{2\times10^{-4}}=3.2\times10^{-11}\ \text{mol O/(cm}^2\,\text{s)}.$$

For the gas, $D_m=2.86$ and $D_K=3.18$ cm²/s combine to $D=1.51$ cm²/s. With $v=953$ m/s, $vL/4D=3.16$ and $W=0.24$. With $c_g=1.86\times10^{-6}$ mol/cm³,

$$J_g=2\times1.86\times10^{-6}\times\frac{9.53\times10^4}{4}\times0.24=0.021\ \text{mol O/(cm}^2\,\text{s)}.$$

The capacity fraction is therefore

$$f^*\approx1.5\times10^{-9}.$$

Parallel cracks at this fraction would lie $w/f^*\approx330$ m apart. On any ordinary component, a single such crack running across the surface exceeds it. Keeping only the $1/D_m$ term gives $0.6\times10^{-9}$, the wide-crack limit. This scale is too thin to reach it, being only about two mean free paths thick. Dropping the wall term alone, as for a very wide crack at the same $L$, gives about $1.0\times10^{-9}$. The wall and entry terms together change the result by a factor of 2.5 here, not by orders of magnitude. The small number comes from the ratio of transport in the solid to diffusion in the gas, $k_p/D_m\approx2\times10^{-14}$. The much higher density of oxygen in the oxide offsets part of it, by the factor $c_O/(2c_g)\approx3\times10^4$.

A very reluctant base changes it more. If an arriving molecule is captured with probability $s$, the returning flux is $(1-s)$ times the arriving one:

$$\frac{n_2v}{4}-\frac J2=(1-s)\left(\frac{n_2v}{4}+\frac J2\right)
\Rightarrow \frac{n_2v}{4}=J\left(\frac1s-\frac12\right).$$

Inserting this in the mouth condition replaces $1/W$ by $vL/4D+1/s$. For $s=0.01$ the fraction rises to about $4\times10^{-8}$, which is still tiny.

### Second answer: a base that heals

The first answer requires bare metal, or a product that does not block the base. An alumina-forming alloy grows new oxide there. Let this film have thickness $h\ll L$, and let $p_b$ be the O$_2$ pressure just above it. Gas and film carry the same flux:

$$J_g\left(1-\frac{p_b}{p_o}\right)=\frac{c_Ok_p(p_b)}{h}.$$

Define $h^*$ by $c_Ok_p/h^*=J_g$, which gives $h^*=rL$. If $h>h^*$, the film needs less than the gas can bring. Then $p_b$ stays at about $p_o(1-h^*/h)$, and because $k_p$ barely depends on pressure in the vacancy model, the flux is $c_Ok_p/h$. If $h<h^*$, $p_b$ collapses towards $p_i$ until the film accepts just what arrives, and the flux is $J_g$. The uptake is thus close to the smaller of the two capacities.

In the example $h^*\approx3\times10^{-6}$ nm, far less than the size of an atom. No continuous film can be that thin, so once one exists in air, it controls the crack. The condition for equal uptake becomes

$$f\frac{c_Ok_p}{h}=(1-f)\frac{c_Ok_p}{L}\quad\Rightarrow\quad r_{heal}=\frac hL .$$

If the crack opened a time $\tau$ ago in a scale then of age $t_0$, the same growth law gives $h=\sqrt{2k_p\tau}$ and $L=\sqrt{2k_p(t_0+\tau)}$, so

$$r_{heal}=\sqrt{\frac{\tau}{t_0+\tau}} .$$

Gas density, crack width and $k_p$ have all dropped out, and what remains is a comparison of ages. This counts uptake through the base only. It holds while the film is very thin compared with the crack width, so that entry through the crack walls (sized in the last section) is small. Ten seconds after cracking, the film is 10.5 nm thick and

$$r_{heal}=\sqrt{\frac{10}{360\,010}}=0.0053,\qquad f_{heal}\approx0.5\%.$$

This corresponds to one crack every 95 µm and is about 3.5 million times $f^*$. Counting the base alone, the required fraction grows as $\sqrt\tau$ while $\tau\ll t_0$, since each crack contributes less as it heals. It grows more slowly once entry through the walls matters, which for this crack happens within minutes. This is equality of the rates at one moment, not of the oxygen accumulated since cracking.

Gas supply can regain control if oxygen is scarce. Since $J_g$ is proportional to the O$_2$ pressure, it falls to the demand of the 10.5 nm film at

$$p=p_o\frac{h^*}{h}=p_o\frac{r}{r_{heal}}\approx6\times10^{-8}\ \text{atm},$$

with temperature, total pressure and film thickness held fixed, and with $k_p$ independent of pressure as in the vacancy model. If $k_p$ instead varied as $p^{3/16}$, as for outward transport by aluminium vacancies, the film's demand would fall too, and the crossing would move to about $2\times10^{-9}$ atm. Here $p$ is the O$_2$ pressure at the crack mouth. If a stagnant gas layer lies outside, oxygen this scarce may fail to supply even the intact scale, and the layer then limits the whole surface.

### How far the numbers can be trusted

The thickness, age and temperature are rough typical values for an alumina-forming alloy. An insecure assumption for a real one is that new oxide at the crack base obeys the law of the mature scale. If it grows $m$ times faster, then $h=\sqrt{2mk_p\tau}$ and its flux is $mc_Ok_p/h$, so $r_{heal}$ is divided by $\sqrt m$. An assumed $m=30$ lowers $f_{heal}$ from 0.5% to 0.1%. Using a bulk growth law for a 10 nm film is itself rough. If the alloy below the crack has lost too much aluminium to form alumina, the healing result fails, and the uptake depends on whatever forms instead.

Three smaller effects can be sized.

**Drift of the gas.** Nitrogen stays behind while oxygen is consumed, so the oxygen flux includes a drift term. With total gas density $c$ and oxygen mole fraction $X$, $J=-cD_m\,dX/dx+XJ$. Separating variables and integrating from $X_0$ at the mouth to zero at the base gives $J=-(cD_m/L)\ln(1-X_0)$. Compared with $cD_mX_0/L$, this is 12% more for $X_0=0.21$, in a crack where molecular diffusion is the sole resistance.

**Spreading outside the mouth.** Oxygen must converge on an isolated crack through a stagnant gas layer of thickness $\delta$. A line sink on a reflecting surface, with fixed concentration at height $\delta$, gives a concentration drop $(Q/\pi D_m)\ln(4\delta/\pi\rho)$ at small distance $\rho$, where $Q=Jw$ is the flow per unit crack length. A strip of width $w$ at uniform concentration acts like $\rho=w/4$. The added resistance is therefore

$$\frac{w}{\pi D_m}\ln\frac{16\delta}{\pi w}.$$

For $\delta=1$ mm this is 29% of the crack's own resistance $4/(vW)$, and it raises $f^*$ by the same proportion. The figure is rough, because the transport length $3D_m/v=0.9$ µm exceeds the crack width, so the diffusion equation is not accurate close to the mouth.

**Entry through the crack walls.** Oxygen can also enter the old scale sideways. Let $u$ be the integral of $D_O\,d\ln p$ from the metal, scaled to 1 at the gas. If the oxide is isotropic and the flow in it has become steady, $u$ obeys Laplace's equation. At distance $x$ from the wall and height $y$ above the metal,

$$u=\frac yL+\sum_{n\ge1}\frac{2}{n\pi}\sin\frac{n\pi y}{L}\,e^{-n\pi x/L}.$$

The sum supplies the missing $1-y/L$ at the wall. Its slope at $y=0$ is $(2/L)\sum_n e^{-n\pi x/L}$. Integrating this from $x=h$, where the new film roughly cuts off the corner, and counting both walls gives

$$-\frac4\pi\ln\left(1-e^{-\pi h/L}\right)\approx5.2,$$

against $w/h\approx47$ for the base. This is an extra 11% of uptake. The sharp cut-off underestimates it. The conformal-mapping result for a step from thickness $h$ to $L$, with $h$ small against $L$ and $w$, is $(4/\pi)\ln(eL/4h)\approx6.2$, or 13%. Either value lowers $f_{heal}$ by about a tenth. The wall share is larger in narrower cracks, and it grows with healing time as long as $h\ll L$. After about an hour, when $h\approx0.1L$, the walls of this crack take up about as much as its base. The required fraction is then about half of the base-only value and depends on $w$.

The complete numerical output follows.

## Calculated quantities

```
Inputs (rough, alumina scale in air)
temperature: 1100 C
scale thickness L: 2 um
scale age t0: 100 h
crack width w: 0.5 um
O2 pressure outside: 0.21 atm
O2 pressure at metal: 1e-29 atm
oxide density: 3.95 g/cm3
O2-N2 diffusivity at 300 K: 0.2 cm2/s
Intact oxide
O atoms in oxide c_O: 0.116 mol/cm3
parabolic constant k_p: 5.56e-14 cm2/s
intact flux J_ox: 3.23e-11 mol O/(cm2 s)
Gas in crack
O2 density c_g: 1.86e-06 mol/cm3
mean O2 speed v: 953 m/s
molecular diffusivity D_m: 2.86 cm2/s
mean free path 3 D_m/v: 0.902 um
wall diffusivity D_K: 3.18 cm2/s
combined diffusivity D: 1.51 cm2/s
transmission W, formula: 0.24 (no unit)
transmission W, simulated: 0.239 (no unit)
largest formula error, 4 slit cases: 4.1 %
gas capacity J_g: 0.0213 mol O/(cm2 s)
Equality, base takes up all oxygen
critical fraction f*: 1.51e-09 (no unit)
spacing of parallel cracks at f*: 330 m
wide-crack limit of f*: 6.05e-10 (no unit)
film thickness h* where gas control ends: 3.03e-06 nm
Equality, healing base
healing time: 10 s
film thickness h: 10.5 nm
critical fraction, healed: 0.524 %
crack spacing, healed: 95.4 um
ratio of healed fraction to f*: 3.46e+06 (no unit)
O2 pressure where gas takes control: 6.03e-08 atm
Neglected effects
growth factor of transient oxide: 30 (no unit)
healed fraction with transient oxide: 0.0961 %
Stefan flow, largest gain in gas flux: 12.2 %
stagnant gas layer: 1 mm
mouth spreading, added gas resistance: 29.3 %
wall ingress relative to healed base: 11 %
low capture probability: 0.01 (no unit)
f* at low capture probability: 3.75e-08 (no unit)
```
